Linear interpolation of energy-ordered bands across a crossing

**Problem**

Two uncoupled bands in one dimension have energies +vk and −vk. Here v is the slope dE/dk, so it contains ħ, and k is measured from the crossing. Eigenvalues are computed on a mesh of spacing h, sorted by energy at each point, and each sorted band is interpolated linearly. The Fermi level is at the crossing energy, E = 0.

(a) What gap do the interpolated bands show when the crossing lies midway between two mesh points, and what gap for any other position?

(b) What happens to the density of states and to the ballistic conductance?

(c) How can such a result be told from a true gap, and how can it be cured?

Apply the answers to a (10,10) armchair carbon nanotube in nearest-neighbour pi-electron tight binding, with hopping t = 2.7 eV and period a = 0.246 nm (rough typical values). The mesh has N = 60 points in the Brillouin zone, shifted by half a step from k = 0.

**A tempting solution**

Linear interpolation reproduces a linear function without error. Both bands are linear in k. The interpolated bands are therefore the true ones, they cross at k = 0, and the gap is zero for every mesh. If a calculation shows a gap, the gap must belong to the material.

**Where it fails**

The first two sentences are true, but the functions +vk and −vk are not the ones interpolated. Sorting gives the first label to the lower eigenvalue and the second to the higher one:

E_low(k) = −v|k|,  E_high(k) = +v|k|.

Each sorted band follows one physical band for k < 0 and the other for k > 0. It has a kink at k = 0, and linear interpolation is not exact across a kink.

**(a) The gap**

With the crossing midway, the nearest mesh points are k = −h/2 and k = +h/2. The upper sorted value is v|±h/2| = vh/2 at both, and the lower one is −vh/2 at both. A straight line between equal values is flat, so throughout this cell

E_high = +vh/2,  E_low = −vh/2.

In all other cells the sorted bands are linear, so their interpolants are exact, and they lie farther from zero. The gap is therefore

Δ = vh/2 − (−vh/2) = vh,

although the true gap is zero.

For a general position, let the nearest points be −sh and (1−s)h, with 0 ≤ s ≤ 1. The upper values there are vsh and v(1−s)h. A linear function on a segment takes its minimum at an end, and the lower band is the mirror image, so

Δ(s) = 2vh min(s, 1−s).

This is largest at s = 1/2, where it equals vh, and vanishes when the crossing is a mesh point. If all positions are equally likely, its average is

2vh ∫₀¹ min(s, 1−s) ds = 4vh ∫₀^(1/2) s ds = vh/2.

**The nanotube bands**

In this tube each atom has one neighbour at the same height along the axis and two at heights ±a/2. Consider states whose amplitudes, apart from the factor exp(iky), have equal magnitude around the tube and change sign between atomic rows a/2 apart. Let A and B be the amplitudes on the two sublattices. The bond at equal height contributes −t. The other two join rows of opposite sign and contribute +t exp(±ika/2). Hence

E A = −F(k) B,  E B = −F(k) A,  F(k) = t[1 − 2cos(ka/2)],

where k is now measured from the zone centre. The solutions are E = ±F with B = ∓A. They cross where cos(ka/2) = 1/2, at k₀ = 2π/(3a), and by symmetry at −k₀. The slope there is

v = dF/dk = ta sin(π/3) = (√3/2)ta = 0.575 eV nm.

The spacing is h = 2π/(Na) = 0.4257 nm⁻¹, so k₀/h = N/3 = 20. The shifted points lie at half-integer multiples of h. The crossing is midway between the points at 19.5h and 20.5h, and the linear model gives

Δ = vh = 0.5752 eV nm × 0.4257 nm⁻¹ = 0.245 eV.

Diagonalizing the full 40-atom cell on this mesh and interpolating the sorted bands gives 243.0 meV. The unshifted mesh with the same N has the crossing on a mesh point and gives zero. Two equally dense meshes thus describe a metal and an apparent semiconductor.

The small difference from vh comes from band curvature. Put k = k₀ + q and y = qa/2. Since cos(π/3 + y) = (1/2)cos y − (√3/2)sin y,

F = t[√3 sin y + 1 − cos y].

At q = ±h/2 we have y = ±x with x = ha/4. The magnitude of F is smaller on the left, where it sets the gap:

Δ = 2t[√3 sin x − (1 − cos x)] ≈ 2√3 tx − tx².

The first term is √3 tha/2 = vh. The second lowers the gap by the fraction x/(2√3) = ha/(8√3), which is 0.76 % here. The diagonalization gives 0.77 %.

With N = 61 and no shift, k₀/h = 20⅓. The nearest mesh point is h/3 away, and the formula gives (2/3)vh = 160.6 meV with the new h. Diagonalization gives 159.8 meV.

**(b) States and conductance**

For one spin and one crossing, each band has 1/(2πv) states per unit energy and length. The two together should place

vh × 2/(2πv) = h/π

states per length in the window |E| < vh/2. The interpolated bands place none there. Their two flat segments, each of length h in k, hold h/(2π) states apiece, at +vh/2 and −vh/2. The total is conserved, but the states are moved into two spikes. For the tube, with two spins and two crossings, 4h/π = 0.54 states per nm are displaced. Curvature tilts the flat segments slightly, so each spike has a width of 2t(1 − cos x) = 1.85 meV. It runs from 121.5 to 123.3 meV in magnitude, across vh/2 = 122.4 meV, and the empty window in the tube is |E| < 121.5 meV.

A flat segment has zero velocity and carries no current. In the Landauer picture with perfect transmission,

G = G₀ ∫ M(E)(−∂f/∂E) dE,  G₀ = e²/(πħ) = 77.5 μS,

where f is the Fermi function and M the number of right-moving channels per spin. The true bands have M = 2, one channel per crossing, and G = 2G₀ = 155 μS. The interpolated bands have M = 0 for |E| < Δ/2 and M = 2 outside. The integral of −∂f/∂E above Δ/2 is f(Δ/2), and the part below −Δ/2 is equal by symmetry. The conductance is therefore multiplied by

2f(Δ/2) = 2/[exp(Δ/(2k_BT)) + 1].

At 300 K, k_BT = 25.85 meV. With Δ = vh = 244.9 meV the exponent is 4.74, the factor is 0.0174, and G = 2.7 μS. Numerical integration over the interpolated tube bands gives 2.8 μS, which the formula also gives when the actual gap of 243.0 meV is inserted. The conductance is too small by a factor of about 55, solely because of the mesh position and the sorting. This figure holds for a Fermi level at the crossing. With the Fermi level 0.1 eV away the factor is 3.3, and at 0.2 eV, outside the false gap, it is 1.05.

When vh ≪ k_BT the factor tends to 1 and the conductance is nearly right, although the gap is still present in the interpolated bands. The approach is only linear in h, as 1 − vh/(4k_BT). With the crossing midway, the tube at 300 K has 47 % of the true conductance for N = 240 and is still 7 % low for N = 1920. A mesh can therefore suffice for a thermal average and still fail for a band gap.

**(c) Diagnosis and cure**

Suppose a coupling opens a true gap D, so that E = ±√(v²k² + D²/4). Midway between mesh points, the interpolated gap is twice the upper value at h/2:

Δ = 2√(v²h²/4 + D²/4) = √(v²h² + D²).

As h falls with the crossing kept midway, this tends to D, while a spurious gap falls in proportion to h. On half-step-shifted meshes with N = 60, 120 and 240, all multiples of 3, the tube gives 243.0, 122.0 and 61.1 meV: the spurious kind. The comparison is clean only because the crossing stays midway. If such a mesh is instead refined by adding the midpoints, the crossing becomes a mesh point and the gap jumps to its true value at once.

For a general position, refinement alone can mislead. The spurious gap is 2v times the distance d from the crossing to the nearest mesh point. If d < h/4, adding the midpoints leaves the nearest point, and so the gap, unchanged. The tube of the last section, whose crossing is moved by −0.11h, is metallic, yet unshifted meshes with N = 60, 120 and 240 all give 54.0 meV; N = 480 gives 7.1 meV. In the coupled model Δ = 2√(v²d² + D²/4) with d ≤ h/2, so D lies between √(Δ² − v²h²) and Δ, and a gap not larger than vh proves nothing. Shifting the mesh through one step is a safer test: for these mirror-symmetric bands the smallest Δ over all shifts is D. If a tilt wk with |w| < v is added to both bands, the two band edges lie at different k and the true gap is D√(1 − w²/v²). The smallest Δ is then only an upper bound on it (1.00vh against 0.95vh for w = 0.3v and D = vh), but a gapless crossing still gives zero.

The formula also shows how poorly the coarse mesh sees a small true gap. With N = 60, a gap D = 10 meV would raise Δ by only 0.20 meV.

One cure is to connect states by character. After the factor exp(iky) is removed, the tube eigenvectors have B = ∓A on both sides of the crossing and do not depend on k. The lower state on the left therefore has overlap 1 with the upper state on the right, and the upper state on the left has overlap 0 with it. Joining the states of large overlap gives two lines that cross. Midway, one line has the energy [F(h/2) + F(−h/2)]/2 = t(1 − cos x), with F taken as a function of q, and the other has the opposite energy. At the true crossing they are still separated by

2t(1 − cos x) ≈ tx² = ta²h²/16,

or 1.85 meV. This is a displacement of the crossing, not a gap, and it falls as h².

This cure has a limit. For the matrix with diagonal elements ±D/2 and off-diagonal element vk, write the states as spins along or against the direction n ∝ (vk, D/2). The squared overlap of the lower state on the left with the upper state on the right is (1 − n_L·n_R)/2. With k = ∓h/2,

n_L·n_R = (D² − v²h²)/(D² + v²h²),

so the squared overlap is v²h²/(v²h² + D²). It is close to 1 whenever D ≪ vh, and joining by overlap would then hide a true gap. It is safer to interpolate the matrix itself in a fixed basis and diagonalize afterwards. In this model its elements are linear in k, so the interpolation is exact and both cases come out right.

**The model and a real tube**

Metallic nanotubes are candidates for interconnects. The slope used here corresponds to a velocity of 8.7 × 10⁵ m/s. The spurious gap is proportional to it and so shares the uncertainty of t. The model treats all bonds as equal, but rolling the sheet makes the circumferential ones differ. If their hopping is (1+ε)t, the crossing condition becomes 2cos(ka/2) = 1 + ε, and to first order the crossing moves by −2ε/(√3a). For an assumed ε of 1 % this is −0.11h. The nearest mesh point is then 0.39h away, and the formula gives 2 × 0.39vh = 191 meV; diagonalization gives 189 meV. The tube remains metallic in this model, yet the spurious gap changes by 22 %, far more than through curvature of the bands. A velocity 10 % larger, as a rough allowance for electron interaction, would raise vh to 269 meV. Real tubes also scatter electrons and have imperfect contacts. An energy-independent transmission of one half would halve both conductances and leave their ratio unchanged. The next subband begins at 0.83 eV, or 32 k_BT at 300 K, so its thermal occupation is negligible.
